# Bisection for the Largest Void-Free Aspect Ratio in Copper Superfilling

A trench of width $w$ and depth $h$ is to be filled with copper from the bottom up. An adsorbed accelerator raises the local growth rate from $v_0$ on a bare surface to $v_1$ on a fully covered one. It adsorbs on free sites at the rate $\kappa=kC$ per site, where $C$ is its concentration at the trench mouth. Suppose that these quantities alone fix the largest aspect ratio $A=h/w$ that fills without a void. From $w$, $v_0$, $v_1$ and $\kappa$, which contain only length and time, two independent dimensionless groups can be formed, so

$$A_{\max}=F(r,K),\qquad r=\frac{v_1}{v_0},\qquad K=\frac{kCw}{2v_0}.$$

The group $K$ compares the slowest possible closing time, $w/(2v_0)$, with the adsorption time $1/(kC)$. If $F$ is largest at $K=K^*(r)$, the best concentration is

$$C^*=\frac{2v_0}{kw}K^*(r).$$

At fixed $v_0$, $v_1$ and $k$ it varies as $1/w$, while the best aspect ratio is independent of $w$. This holds only while transport inside the trench can be ignored. For the parameters used below that means widths well under a micrometre: the initial accelerator drop from mouth to bottom grows from 0.6 % at 100 nm to 5.5 % at 1 µm and about 40 % at 10 µm, where copper depletion alone also lowers the best aspect ratio by about 4 %. The function $F$ needs a model.

## A trench filled by hand

The surface is divided into two zones, flat side walls with coverage $\theta_s$ and a flat bottom with coverage $\theta_b$. Coverage is the fraction of accelerator sites occupied. The growth rate is taken as linear in it:

$$v(\theta)=v_0+(v_1-v_0)\theta .$$

For the hand example, let $w=1$, $v_0=1$, $v_1=5$. The whole surface starts with $\theta=1/4$, and nothing more adsorbs. The walls then advance at $v_s=1+4\cdot\frac14=2$. The open width is $b=1-4t$, because two walls move inward, and they meet at $t_c=1/4$.

Accelerator is assumed to float on the growing surface. When the bottom rises by $dy$, it removes a length $dy$ from each wall and takes over the accelerator there. The amount on the bottom, $N=b\theta_b$, therefore grows at $2v_b\theta_s=v_b/2$. The narrowing of the bottom concentrates this amount further. Coverage cannot exceed one, so $\theta_b=\min(1,N/b)$.

Take two midpoint steps of length $1/8$: the rates at the start give a trial half step, and the rates found there serve for the whole step.

**First step.** Initially $b=1$, $N=1/4$ and $v_b=2$, so $dN/dt=1$. At the midpoint, $t=1/16$,

$$b=\tfrac34,\quad N=\tfrac14+\tfrac1{16}=\tfrac5{16},\quad \theta_b=\tfrac5{12},\quad v_b=1+4\cdot\tfrac5{12}=\tfrac83 .$$

The full step gives $y=\frac18\cdot\frac83=\frac13$ and $N=\frac14+\frac18\cdot\frac43=\frac5{12}$.

**Second step.** Now $b=\frac12$, so $\theta_b=\frac56$, $v_b=\frac{13}3$ and $dN/dt=\frac{13}6$. At the midpoint, $t=3/16$, we have $b=\frac14$ and $N=\frac5{12}+\frac1{16}\cdot\frac{13}6=\frac{53}{96}$. Since $N/b=\frac{53}{24}>1$, the bottom is saturated and $v_b=5$. At closure

$$y=\tfrac13+\tfrac18\cdot5=\tfrac{23}{24}\approx0.958 .$$

Now bisect on depth. No trench deeper than $v_1t$ can fill, and closure takes at most $w/(2v_0)$, so $A$ lies between $0$ and $r/2=2.5$. The trial $1.25$ leaves a void, $0.625$ fills, $0.9375$ fills, and $1.09375$ leaves a void. The bracket is now $[0.9375,1.09375]$, and further halvings close in on $23/24$.

## The exact answer for a preloaded trench

This case can be solved for any initial coverage $\theta_0$. Each rise $dy$ collects $2\theta_0dy$, so $N=\theta_0u$ with $u=w+2y$. Before saturation,

$$\frac{du}{dt}=2v_0+2(v_1-v_0)\theta_0\frac ub,\qquad \frac{db}{dt}=-2v_s .$$

Divide the first equation by the second and define $p=(v_1-v_0)\theta_0/v_s$. Since $v_s=v_0+(v_1-v_0)\theta_0$, we have $v_0/v_s=1-p$, and

$$\frac{du}{db}+\frac{p}{b}u=-(1-p).$$

Multiplication by $b^p$ makes the left side a total derivative:

$$\frac{d}{db}(ub^p)=-(1-p)b^p,\qquad ub^p=-\frac{1-p}{1+p}b^{p+1}+c_1 .$$

At the start $u=b=w$, which gives $c_1=2w^{p+1}/(1+p)$. With $x=b/w$,

$$\frac uw=\frac{2x^{-p}-(1-p)x}{1+p}.$$

Saturation means $\theta_0u=b$, or $u/w=x/\theta_0$. Inserting this and multiplying by $(1+p)\theta_0x^p$ gives

$$x_s=\left[\frac{2\theta_0}{1+p+(1-p)\theta_0}\right]^{1/(1+p)} .$$

The height is then $y=(u-w)/2=w(x_s/\theta_0-1)/2$. The remaining time is $wx_s/(2v_s)$, during which the bottom moves at $v_1$. Hence

$$A_{\max}=\frac12\left(\frac{x_s}{\theta_0}-1\right)+\frac{v_1x_s}{2v_s}.$$

In the hand example $p=1/2$, $x_s=(4/13)^{2/3}\approx0.456$ and $A_{\max}\approx0.981$. The two-step value is about 2 % lower. For $\theta_0=1$ the formula gives $x_s=1$ and $A_{\max}=1/2$: equal rates everywhere fill a depth of half the width.

## Accelerator that adsorbs during filling

Now let the surface start bare. Adsorption is irreversible, and $C$ is constant. On the walls $d\theta_s/dt=\kappa(1-\theta_s)$, so

$$\theta_s=1-e^{-\kappa t}.$$

Integrating $v(\theta_s)=v_1-(v_1-v_0)e^{-\kappa t}$ gives the wall displacement

$$s(t)=v_1t-(v_1-v_0)\frac{1-e^{-\kappa t}}{\kappa}.$$

The open width is $b=w-2s$, and closure is the root of $s(t_c)=w/2$. The bottom obeys

$$\frac{dy}{dt}=v(\theta_b),\qquad \frac{dN}{dt}=2v_b\theta_s+\kappa b(1-\theta_b),\qquad \theta_b=\min(1,N/b).$$

Before saturation, $N=b\theta_b$ and $db/dt=-2v_s$ turn this into

$$\frac{d\theta_b}{dt}=\kappa(1-\theta_b)+\frac{2(v_b\theta_s+v_s\theta_b)}b .$$

The terms describe adsorption, transfer from the walls, and compression of the bottom. For any $C>0$ the bottom saturates before closure, because $N$ stays positive while $b$ tends to zero. It then stays saturated: once $N\ge b$, $N$ does not fall and $b$ shrinks. The excess $N-b$ has no effect on growth.

The general procedure is as follows.

1. For the given $C$, find $t_c$ and divide it into $n$ equal steps.
2. Set the bracket to $0$ and $v_1/(2v_0)$.
3. For the middle aspect ratio, advance $y$ and $N$ by midpoint steps. The trench fills if $y$ reaches $h$ by $t_c$.
4. Keep the half of the bracket in which the outcome changes, and repeat.

After $m$ halvings the bracket has width $r/2^{m+1}$. The last midpoint lies half a step before closure, so there is no division by $b=0$.

In this form the trajectory $y(t)$ does not depend on $h$. The fillable depths are therefore all those up to $y(t_c)$, which proves that bisection is valid. It also means that one run to closure would give the answer. A search over depth, such as bisection, becomes necessary when the rate depends on the remaining depth, as it does below with copper depletion.

## Why an optimum must exist

The difference $\theta_b-\theta_s$ starts at zero, decays at the rate $\kappa$, and is fed by the positive transfer and compression terms. Hence $\theta_b>\theta_s$ after the start, the bottom outruns the walls, and $A_{\max}>1/2$ for every finite $C>0$.

At high concentration, $s\ge v_1t-(v_1-v_0)/\kappa$. At closure this gives $v_1t_c\le w/2+(v_1-v_0)/\kappa$. As $y\le v_1t_c$, the depth is squeezed towards $w/2$ when $\kappa\to\infty$.

At low concentration, $\theta_s\le\kappa t\le K$. The bottom rises by at most $rw/2$, so transfer supplies at most $Krw$ and adsorption at most $Kw$. Thus $N\le\varepsilon w$ with $\varepsilon=K(1+r)$. Since $dt=-db/(2v_s)$ and $v_s\ge v_0$, for $\varepsilon<1$ the extra height is bounded by

$$y(t_c)-v_0t_c\le\frac{v_1-v_0}{2v_0}\int_0^w\min\left(1,\frac{\varepsilon w}{b}\right)db
=\frac{(v_1-v_0)w}{2v_0}\,\varepsilon\left(1+\ln\frac1\varepsilon\right).$$

This vanishes with $C$, while $v_0t_c\to w/2$. So $A_{\max}$ tends to $1/2$ at both ends and lies above it in between, and a maximum must exist. The argument does not show that there is only one.

## The map for a 100 nm copper trench

Take current densities of 1 and 30 mA/cm² for bare and covered surfaces, rough typical values for an acid copper sulfate bath. Two electrons reduce each copper ion, so $v=j\Omega/(2F)$, with $\Omega$ the molar volume and $F$ the Faraday constant. With $\Omega=7.1$ cm³/mol, $v_0=0.368$ nm/s and $v_1=11.04$ nm/s. The adsorption constant is $k=0.50$ m³/(mol s), also a rough value. Keeping $v_0$ and $v_1$ constant in time means plating at a fixed potential.

| $C$ (µmol/L) | $A_{\max}$ |
|---:|---:|
| 0.1 | 0.939 |
| 1 | 1.665 |
| 3 | 1.674 |
| 10 | 1.449 |
| 100 | 0.905 |
| 1000 | 0.573 |

Over the scanned range the values rise to a single maximum and then fall. A search on the bisection result puts it at $C^*=1.76$ µmol/L, with $A_{\max}=1.705$. The optimum is broad: 90 % of the best aspect ratio is kept from 0.55 to 6.87 µmol/L.

In the opening variables, $w/(2v_0)=100/(2\cdot0.368)\approx136$ s and $kC^*=0.50\cdot1.76\times10^{-3}=8.8\times10^{-4}$ s⁻¹, so $K^*\approx0.12$ for $r=30$. Halving the width to 50 nm at fixed rates and $k$ moves the optimum to 3.53 µmol/L and leaves 1.705 unchanged, as the dimensional argument requires.

At the optimum the bottom saturates at 65.53 s, at a height of 103.2 nm. The walls meet at 71.62 s. In the last 6.09 s the bottom gains $11.04\cdot6.09\approx67$ nm, which brings the depth to about 170 nm. The wall coverage at closure is still only 0.061: fast bottom growth coexists with slow walls.

Removing the transfer from the walls at this same concentration, but keeping adsorption and compression, lowers $A_{\max}$ to 1.078. Dropping the compression term from the equation for $\theta_b$ instead, and keeping transfer, gives 0.895. Either term alone lifts the result above $1/2$, but the value 1.705 needs both acting together.

A trench preloaded with a suitable amount of accelerator does better. With the same growth rates and no later adsorption, the closed formula has its maximum at $\theta_0=0.043$, where $A_{\max}=2.32$.

## Time-step convergence

On smooth stretches a midpoint step has an error proportional to $\Delta t^3$. Summed over $t_c/\Delta t$ steps, this gives $\Delta t^2$. At saturation the slope of $v_b$ drops from some value $g$ to zero. If this falls at the middle of a step, the midpoint rule applies $v_1$ to the whole step, although the rate was still rising in the first half, and it overshoots the true height by $g(\Delta t/2)^2/2=g\Delta t^2/8$. This happens in one step, so it also contributes at order $\Delta t^2$. Its size depends on where saturation falls within the step, and since the smooth error here has the opposite sign, the two can accidentally cancel.

The table therefore gives the worst error in $A_{\max}$ over sixteen consecutive step counts, beginning with the $n$ shown. The reference is an adaptive integration of the equation for $\theta_b$ that locates saturation and closure as events.

| $n$ | $\Delta t$ (s) | Worst error |
|---:|---:|---:|
| 100 | 0.716 | $1.10\times10^{-3}$ |
| 200 | 0.358 | $3.17\times10^{-4}$ |
| 400 | 0.179 | $7.96\times10^{-5}$ |
| 800 | 0.090 | $1.96\times10^{-5}$ |

From first to last row the observed order is $\ln(1.10\times10^{-3}/1.96\times10^{-5})/\ln8\approx1.94$. The adaptive run solves the same model, so this agreement tests the numerics and not the physics.

## When the remaining depth matters

Let $L=h-y$ be the electrolyte depth above the bottom, and $\xi$ the distance upward from the bottom. Copper has concentration $c_0$ at the mouth and diffusivity $D$. Growth is taken as proportional to the local $c/c_0$. Diffusion across a trench this shallow is fast compared with filling, so the profile is quasi-steady. Diffusion into a slice balances uptake by its two walls:

$$bD\frac{d^2c}{d\xi^2}=\frac{2v_s}{\Omega}\frac c{c_0}
\quad\Longrightarrow\quad \frac{d^2c}{d\xi^2}=\lambda^2c,\qquad \lambda^2=\frac{2v_s}{b\Lambda},\quad \Lambda=\Omega Dc_0 .$$

At the bottom, the flux $D\,dc/d\xi$ equals $v_bc/(\Omega c_0)$, so $dc/d\xi=(v_b/\Lambda)c$. The solution with this slope is

$$c(\xi)=c(0)\left[\cosh\lambda\xi+\frac{v_b}{\Lambda\lambda}\sinh\lambda\xi\right].$$

Setting $c(L)=c_0$ gives the factor that multiplies the bottom rate:

$$\frac{c(0)}{c_0}=\frac1{\cosh\lambda L+(v_b/\Lambda\lambda)\sinh\lambda L}.$$

The walls keep their mouth rate, since closure there is what traps a void. Now $y(t)$ depends on $h$, and each trial depth needs its own run. With $c_0=600$ mol/m³ and $D=5\times10^{-10}$ m²/s, $A_{\max}$ at the optimum falls by only 0.04 %. If the walls below the mouth are also slowed by the local depletion, the bottom stays slightly wider and saturates later, and a first-order estimate raises the loss to about 0.07 %. With $\Lambda$ made a hundred times smaller, sixteen trial aspect ratios from 0.1 to twice the optimum value still showed a single change from filled to void, as bisection requires.

## The model beside a real bath

Accelerator concentrations in practice are roughly a few to tens of µmol/L in the bulk, so 1.76 µmol/L looks low. But it is a mouth concentration, and the bulk value must be higher to drive diffusion towards the surface. For trenches spaced at a pitch of $2w$, the surface area per projected area is $1+A$. Equating uptake on a bare surface with diffusion across a layer $\delta$ gives

$$\frac{C_{\rm bulk}}{C}=1+\frac{k\Gamma\delta(1+A)}{D_a}.$$

With site density $\Gamma=10^{-5}$ mol/m², $\delta=50$ µm and accelerator diffusivity $D_a=4\times10^{-10}$ m²/s, the ratio is 2.69. This moves the optimum to 4.7 µmol/L in the bulk, an upper estimate because uptake slows as sites fill and as the exposed wall area shrinks. The accompanying drift of $C$ during filling is not modelled. The steady balance also needs the diffusion time $\delta^2/D_a\approx6$ s to be short against the fill time, which is 72 s here but only 14 s for a 20 nm trench. The accelerator drop inside the trench is 0.6 % of the mouth concentration at the start and about 0.7 % at most as the gap narrows, and the mean copper drop across the boundary layer is 3.6 % of $c_0$ if the deposit on the mouth corners is ignored; with rounded corners it is 4.3 % on average and about 6 % at its peak. If burial removes accelerator exponentially, with an assumed decay length of 1000 nm of deposit, $A_{\max}$ at the same $C$ becomes 1.685. If the total current rather than the potential is held fixed, all rates change by a common factor during filling. For a pitch of $2w$ and $r$ independent of potential, the best aspect ratio then drops to about 1.6, and the best mouth concentration is proportional to the imposed current: 1.7 µmol/L at 4.9 mA/cm² and 3.4 µmol/L at 10 mA/cm² of projected area. Tapered walls, an overhanging seed layer and curved corners are left out. The flat bottom also assumes that accelerator collected at the corners spreads at once over the whole bottom, whereas on a real surface it first builds up at the corners. The effect of these simplifications is not estimated here. The value 1.7 therefore belongs to this geometry and to $r=30$; it is not a general limit of copper superfilling. The numerical output gives the remaining values of the map.

## Computed results

```
Inputs (rough typical values)
trench width = 100 nm
current densities = 1 and 30 mA/cm2
copper molar volume = 7.1 cm3/mol
growth rates v0, v1 = 0.368, 11.04 nm/s
adsorption constant = 0.50 m3/(mol s)
upper bracket v1/(2 v0) = 15.0
Map: concentration (umol/L), bisection, adaptive run
      0.1  0.939  0.939
      0.3  1.331  1.331
      1.0  1.665  1.665
      3.0  1.674  1.674
     10.0  1.449  1.449
     30.0  1.178  1.178
    100.0  0.905  0.905
    300.0  0.711  0.711
   1000.0  0.573  0.573
aspect ratio at 1e-4 and 1e5 umol/L = 0.501, 0.500
optimum by bisection = 1.76 umol/L, aspect ratio 1.705
optimum by adaptive run = 1.76 umol/L, aspect ratio 1.705
window for 90 % of best aspect ratio = 0.5 to 6.9 umol/L
bottom saturates at 65.53 s, height 103.2 nm
walls meet at 71.62 s, wall coverage 0.061
largest void-free depth = 170.5 nm
aspect ratio from cell-by-cell sweep = 1.704
aspect ratio without transfer from walls = 1.078
best preloaded coverage = 0.0427, aspect ratio 2.322
optimum for 50 nm trench = 3.53 umol/L, aspect ratio 1.705
Convergence: steps, time step (s), worst aspect-ratio error
   100  0.7162  1.10e-03
   200  0.3581  3.17e-04
   400  0.1791  7.96e-05
   800  0.0895  1.96e-05
observed order = 1.94
Neglected effects at the optimum
copper concentration = 600 mol/m3, boundary layer = 50 um
diffusivities copper, accelerator = 5.0e-10, 4.0e-10 m2/s
accelerator site density = 1.0e-05 mol/m2
aspect ratio loss by copper depletion in trench = 0.039 %
mean copper drop across boundary layer = 3.6 %
accelerator drop inside open trench = 0.58 %
bulk/mouth accelerator ratio, upper estimate = 2.69
bulk concentration for optimum, upper estimate = 4.7 umol/L
aspect ratio with burial length 1000 nm = 1.685
```
